Why a deeper trap can carry a larger conductivity prefactor

**Question.** In an insulating film whose carriers sit in traps, the conductivity σ often follows

σT = C exp(−Eₐ/kT).

A deeper trap raises the activation energy Eₐ. Why should it also raise the prefactor C, so that ln C grows roughly as Eₐ/E_MN, the Meyer-Neldel rule? One proposed answer is that many vibrational excitations can supply a large barrier, and that the number of ways to do so acts as an entropy. Is that enough?

**Answer.** It is half of the mechanism. The number of ways does grow with depth, but when the coupling is spread thinly over many modes, each way carries a weight that shrinks with depth. What remains can reach the conductivity if carriers must pass through the traps, and it cancels if the traps are side pockets of a conducting path.

**Counting the ways, with their weights**

Let a trap lie an energy E = pħω below a neighbouring transport site, both energies taken after the lattice has relaxed. N modes of equal quantum ħω are displaced when the carrier moves between the two. In units of ħω, one mode with its displacement has the Hamiltonian

a†a + g(a + a†) = (a† + g)(a + g) − g².

Its ground state obeys (a + g)|0̃⟩ = 0. Written in the undisplaced number states, with coefficients cₙ, this reads √n cₙ = −g cₙ₋₁. Hence cₙ = (−g)ⁿc₀/√n!, and normalization gives c₀² = exp(−g²). With s = g², the Huang-Rhys factor of the mode,

|⟨n|0̃⟩|² = e^(−s) sⁿ/n!.

Consider first a cold lattice and the downhill step, capture, which must emit p quanta. They can be distributed over the modes in

W = (N+p−1)!/[p!(N−1)!]

ways. Each way has a probability that is a product of the factors above. By the multinomial theorem their sum is

Σ ∏ⱼ e^(−s) s^(nⱼ)/nⱼ! = e^(−Ns)(Ns)^p/p! = e^(−S)S^p/p!,  S = Ns.

Only the total coupling S enters: many weakly coupled modes act as one strongly coupled mode. One more quantum multiplies this result by

S/(p+1) = [(N+p)/(p+1)] × [S/(N+p)].

The first bracket is the gain in the number of ways. The second is the change in their mean weight: a fall when S < N+p, as for many weakly coupled modes, and close to s when N ≫ p. Counting alone keeps the first bracket and drops the second.

**From capture to thermal release**

For a weak electronic coupling V the golden rule applies. I assume that the sharp phonon lines are broadened evenly over their spacing, so that the density of final states is 1/ħω times the vibrational probability. This is an idealization: a spread of phonon energies much smaller than ħω would leave the lines separate. The rate scale is then

A = 2πV²/(ħ·ħω).

Release needs the probability that p more quanta are absorbed than emitted. For one mode, the displacement operator D(α) = exp(αa† − α*a), with |α|² = s, connects the number states i and f before and after the transfer. Let pᵢ be thermal weights, ρ the thermal state and M = a†a. The generating function of the net emission f − i is

G(θ) = Σ pᵢ|⟨f|D|i⟩|² e^(iθ(f−i)) = Tr[ρ D†(α) e^(iθM) D(α) e^(−iθM)].

The outer exponentials turn D(α) into D(αe^(iθ)). Combining it with D†(α) gives D(γ) times the phase exp(is sin θ), where γ = α(e^(iθ) − 1) and |γ|² = 2s(1 − cos θ).

The thermal state is a mixture of coherent states |z⟩ with Gaussian weight exp(−|z|²/n̄)/(πn̄), where n̄ = 1/(e^β − 1) and β = ħω/kT. In each of them ⟨z|D(γ)|z⟩ = exp(−|γ|²/2) exp(γz* − γ*z). The last exponent is 2i Im(γz*), and Im(γz*) has variance |γ|²n̄/2, so its average contributes exp(−|γ|²n̄). Therefore

G = exp{s[i sin θ − (2n̄+1)(1 − cos θ)]}
= exp{s(n̄+1)(e^(iθ) − 1) + s n̄(e^(−iθ) − 1)}.

Multiplying over the modes replaces s by S. This is the generating function of the difference of two independent Poisson numbers: emitted quanta with mean S(n̄+1) and absorbed quanta with mean Sn̄. Summing over k emitted and k+p absorbed quanta gives the release rate:

Γ↑ = A e^(−S(2n̄+1)) Σₖ (Sn̄)^(k+p) [S(n̄+1)]^k/[k!(k+p)!]
= A e^(−S(2n̄+1)) [n̄/(n̄+1)]^(p/2) I_p(z),
z = 2S√(n̄(n̄+1)),

where I_p(z) = Σₖ(z/2)^(2k+p)/[k!(k+p)!] is the modified Bessel function. Exchanging the two Poisson means gives the capture rate Γ↓. Their ratio is [n̄/(n̄+1)]^p = e^(−βp), as detailed balance demands.

When n̄ is small enough, the term k = 0 dominates and n̄ ≈ e^(−β):

Γ↑ ≈ A e^(−S) (S^p/p!) e^(−E/kT).

Here is the compensation. At fixed S and V, one more quantum adds ħω to the activation energy and ln[S/(p+1)] to the log prefactor. The local Meyer-Neldel energy is

E_MN = ħω/ln[S/(p+1)].

It is positive while p+1 < S. Deeper traps reverse the trend, because emitting so many quanta is then less likely than emitting fewer.

Holding S fixed matters. The derivative of −S + p ln S with respect to S is p/S − 1, negative for p < S. If deeper traps also distort the lattice more, part or all of the gain is lost.

**Why heating removes the effect**

At higher temperature, define Eₐ and the prefactor ν by the local tangent of ln Γ↑ against 1/kT. For large S and p the Bessel sum is governed by its largest term, at which k(k+p) = (z/2)². With R = √(p²+z²), this gives k = (R−p)/2 and k+p = (R+p)/2. Stirling's formula then yields

ln I_p ≈ R ln(z/2) − k ln k − (k+p) ln(k+p) + R
= R − (p/2) ln[(R+p)/(R−p)]
= R − p arsinh(p/z).

The second line uses ln(z/2) = [ln k + ln(k+p)]/2; the third uses (R+p)/(R−p) = (R+p)²/z².

Put x = β/2 and r = p/S. Then 2n̄+1 = coth x, z = S/sinh x, and

ln(Γ↑/A) ≈ −S coth x − px + R − p arsinh(p/z).

In the derivative with respect to p, the two terms p/R cancel:

∂ln Γ↑/∂p = −x − arsinh(r sinh x).

Since Eₐ/ħω = −∂ln Γ↑/∂β and ln ν = ln Γ↑ + βEₐ/ħω, an added quantum changes them by

∂(Eₐ/ħω)/∂p = 1/2 + r cosh x/[2√(1+r² sinh² x)],

h ≡ ∂ln ν/∂p = −arsinh(r sinh x) + x r cosh x/√(1+r² sinh² x).

Differentiating h, the terms without a factor x cancel, leaving

dh/dx = x r(1−r²) sinh x/(1+r² sinh² x)^(3/2).

For r < 1 this is positive. Thus h rises on cooling from zero at x = 0 to ln(1/r) as x → ∞. For r > 1 it is negative throughout. These are leading-order results for large S and p.

The hot limit has a simple meaning. There ∂(Eₐ/ħω)/∂p = (S+p)/(2S), which integrates to the classical barrier

Eₐ = ħω(S+p)²/(4S),

apart from a term independent of p. The lattice climbs thermally to the configuration where the two electronic levels cross, and the prefactor no longer depends on depth. Compensation in this model is therefore a quantum effect, which needs phonon quanta of at least a few kT. Stiffening a cold lattice further does not strengthen it: at fixed E and Sħω the ratio S/p stays the same, while E_MN grows with ħω.

**Why the deeper trap never releases faster**

Straight Arrhenius lines obeying a Meyer-Neldel rule meet at kT = E_MN. The model's true release rates do not. At fixed S, V and T,

Γ↑(p+1)/Γ↑(p) = e^(−β/2) I_(p+1)(z)/I_p(z).

Let Δ = I_p − I_(p+1). The series gives I_p′ = I_(p+1) + (p/z)I_p and I_(p+1)′ = I_p − [(p+1)/z]I_(p+1), so that

(e^z Δ)′ = e^z{(p/z)I_p + [(p+1)/z]I_(p+1)} > 0.

At z = 0, Δ is 1 for p = 0 and 0 for p ≥ 1. Hence Δ > 0 for every z > 0, and the ratio of rates is below one at every temperature. The meeting point is an extrapolation out of the region where the lines hold.

**Does the conductivity inherit the prefactor?**

Take first a path on which every carrier must enter each trap. One period has one trap and m transport sites with spacing a, so its length is L = (m+1)a. Carriers hop between transport sites at a rate w, taken as independent of temperature. They are dilute, at a density n held fixed in all comparisons.

The equilibrium weights are 1 for the trap and b = e^(−βp) for each transport site, with sum Z = 1 + mb. Let f be the equilibrium number of hops per second in either direction across a bond. It is Γ↑/Z on the two trap bonds and bw/Z on the other m−1.

A weak field F raises the ratio of forward to backward rates by a factor 1 + y, with y = eFa/kT. I split this evenly, as 1 ± y/2; another split would give the same linear response. The field also changes the occupation of site i by a factor 1 + uᵢ. To first order the net current across a bond is

I = f(uᵢ − uⱼ + y).

In the steady state I is the same everywhere. Dividing by f and summing over a period removes the u's:

I·Z[2/Γ↑ + (m−1)/(bw)] = (m+1)y.

The mean velocity is v = IL, and σ = nev/F gives

σ = ne²L²/{kT(1+mb)[2/Γ↑ + (m−1)/(bw)]}.

Because Γ↑ = bΓ↓, the second resistance divided by the first is (m−1)Γ↓/(2w). If this is small and mb ≪ 1,

σ ≈ ne²L²Γ↑/(2kT).

The conductivity then inherits the release prefactor. If the ratio is large, σ is proportional to bw and the gain is lost.

Now hang the trap on the side of a path made of m transport sites per period. In the steady state no net current flows across the trap's bond. The remaining m bonds give I = ybw/Z, and v = maI, so

σ = ne²a²mbw/[kT(1+mb)].

Γ↑ has disappeared. Faster release is matched by faster capture, and only the equilibrium fraction of time spent free counts. That fraction could still contain an entropy if the mode frequencies differed between trapped and free carrier. In this model they do not.

**Numbers for a stiff dielectric**

Boron nitride suits the question because its stiff modes have a quantum of roughly 0.17 eV, well above kT in use. The other inputs are round model values: N = 40, s = 0.25, hence S = 10; V = 1 meV; a = 2 nm, m = 4, L = 10 nm; w = 10¹² /s; n = 10¹⁶ cm⁻³. At 350 K, kT = 0.0302 eV, n̄ = 0.0036 and A = 5.6 × 10¹⁰ /s.

Four films are compared that differ only in trap depth. The last two columns come from straight-line fits to the series conductivity between 300 and 400 K.

p | E (eV) | S^p/p! | Eₐ (eV) | C (S K/cm)
3 | 0.51 | 167 | 0.515 | 0.0047
4 | 0.68 | 417 | 0.682 | 0.0108
5 | 0.85 | 833 | 0.851 | 0.0205
6 | 1.02 | 1389 | 1.020 | 0.0330

For p = 3 the release rate at 350 K is 19.8 /s. The conductivity follows, with one factor e cancelled against kT in eV:

σ ≈ (10¹⁶ cm⁻³)(1.60 × 10⁻¹⁹ C)(10⁻⁶ cm)²(19.8 /s)/(2 × 0.03016 V)
≈ 5.3 × 10⁻¹³ S/cm.

For p = 6 it is 1.9 × 10⁻¹⁹ S/cm. The larger prefactor softens the fall but does not overturn it. The resistance ratio (m−1)Γ↓/(2w) at 350 K is below 0.006 for all four depths, so release is the bottleneck. These are steady-state values, with carriers spread evenly over the traps. A trap on this path has two exits, so a carrier waits 1/(2Γ↑) on average before it leaves. For p = 6 this is about 0.8 days at 350 K and 220 days at 300 K. If the deepest traps start unevenly filled, an ordinary measurement would therefore not reach the steady state.

From p = 3 to p = 6 the number of ways rises by a factor of 710, but S^p/p! rises by only 8.3. Over the added 0.51 eV, the two readings give

bare count: E_MN = 0.51/ln 710 = 0.08 eV,
with coupling, cold limit: E_MN = 0.51/ln 8.33 = 0.24 eV.

A larger E_MN means weaker compensation, so the bare count for these 40 modes greatly overstates the effect. The count also changes with N, whereas the true rate at fixed S does not. The fitted conductivities give a prefactor ratio of 6.95 and E_MN = 0.26 eV.

The difference between 8.3 and 6.95 comes from the few thermal phonons. To first order in e^(−β), the release rate contains the extra terms

δ ln Γ↑ = c e^(−β),  c = S²/(p+1) − 2S + p.

They come from the k = 1 term, the exponential and n̄^p. They raise Eₐ by cħωe^(−β) and ln C by c(1+β)e^(−β). For p = 3, c = 8; for p = 6, c = 0.3. The shallow trap's prefactor is therefore lifted by about a fifth, while the deep one's hardly moves.

Further heating flattens the trend. The local prefactor ratio of the release rates between p = 6 and p = 3 is 7.0 at kT/ħω = 0.18, 1.5 at 0.5 and 1.06 at 1. Beyond p = S it reverses: between p = 15 and p = 12 the ratio at 350 K is 0.38. The fitted lines for p = 3 and p = 6 would cross near 3000 K, but there the model's deeper trap still releases at 0.24 times the rate of the shallower one. Other pairs of lines cross at temperatures from about 2400 to 4100 K, so the four films follow a Meyer-Neldel rule only approximately.

If the same traps are side pockets, the prefactor ratio is 1. As a test, the stationary master equation was solved numerically in a weak field for all four depths at 350 K. It agreed with both conductivity formulas to one part in a million, and slowing release and capture together a thousandfold left the side-pocket result unchanged.

**How far this reaches into a real film**

A real boron nitride film has many phonon energies, and its soft modes are hot at room temperature, where they contribute less compensation. Even without soft modes, the detailed phonon spectrum matters: a spread of 34 meV about the main quantum changes the 350 K capture-rate ratio between p = 6 and p = 3 from 8.1 to 6.8. This is not mainly a thermal effect. The phonon lines remain partly resolved, so the ratio also depends on exactly where the trap levels lie. The relaxation energy Sħω = 1.7 eV is on the strong side; with S below about 4, these traps would show no increase at all. It also exceeds every trap depth used here. Before the lattice relaxes, the trap level therefore lies above the transport level, by Sħω − E = 1.19 eV for p = 3 and 0.68 eV for p = 6. Such a trap binds its carrier only through the relaxation. A trap that already binds in the unrelaxed lattice has p > S, where the trend is reversed. If S grows by 1 per added quantum, starting from 10 at p = 3, the cold ratio drops from 8.3 to 2.0; if it grows by 2, the ratio is 0.35 and the trend is reversed.

The electronic coupling V was also held fixed, although a deeper trap binds its carrier more tightly and should couple more weakly to a site 2 nm away. As a simple estimate, let V fall as exp(−κa) with κ = √(2m*E)/ħ and an effective mass m* of half the electron mass. Then V² drops by a factor of about 70 from p = 3 to p = 6, which more than cancels the gain. The estimate is crude, but it shows that the compensation found here depends on V varying little with depth.

The series path is a further assumption. It may fail in a three-dimensional film, since carriers may go around deep traps, and it can fail even along the chain: a hop of 4 nm between the two transport sites next to the trap, at a rate w₂, competes with Γ↓/2, which is about 2 × 10⁸ /s for p = 3. Adding this hop to the master equation lowers the fitted prefactor ratio from 6.95 to 5.3 for w₂ = 10⁸ /s, 2.2 for 10⁹ /s and 1.1 for 10¹⁰ /s. If w = 10¹² /s at 2 nm comes from an attempt rate ν₀ of 10¹³ to 10¹⁵ /s with exponential decay, then w₂ = w²/ν₀ is 10¹¹ to 10⁹ /s, so the table above holds only where this hop is suppressed. Complete bypassing, as in the side-pocket case, takes the ratio to 1.

A single trap depth per film is also an idealization. Let the depths along a series path have a Gaussian spread δ, and let the capture rate vary little with depth. Carriers then gather in the deepest traps, and averaging exp(E/kT) over the traps multiplies the resistance by exp[δ²/(2k²T²)]. The local tangent gives an Eₐ higher by δ²/kT and a ln C higher by δ²/(2k²T²). For δ = 0.05 eV at 350 K, these are 0.083 eV and a factor of about 4 in C, comparable with the phonon gain. These values hold in the dilute limit. At the 1 % mean filling used here the deepest traps already begin to fill, and a mean-field estimate with at most one carrier per trap lowers them to about 0.072 eV and a factor of 3. Films that differ in spread could therefore show an apparent E_MN of 2kT = 0.06 eV without any help from multiphonon release.
 Direct tunnelling between traps 10 nm apart is negligible here: with an effective mass of half the electron mass, it is below 10⁻¹⁶ of the series current at 350 K. Trap filling is 1 %. Two carriers at the typical distance n^(−1/3) = 46 nm repel each other by 8 meV for a relative permittivity of 4, which is below kT.

The conductivities above are for the limit of a weak field. In the same hopping model, a field of 0.01 MV/cm changes them by at most 0.42 % at 350 K. At 1 MV/cm the potential drop per period is 1 eV, and the linear conductivity formula no longer applies.

If the empty traps are charged, a field also lowers their barriers. For an isolated trap and a relative permittivity of 4, the Poole-Frenkel formula gives a lowering ΔE = 0.038 eV at 0.01 MV/cm, which would speed release by a factor of 3.5 at 350 K. But the top of that barrier would lie ΔE/(2eF) = 19 nm from the trap, beyond the next trap at 10 nm. The estimate therefore does not apply to this chain; charged traps would need a treatment of their overlapping potentials.

Meyer-Neldel energies reported for disordered semiconductors are roughly some tens of meV. The 0.26 eV found here is several times larger, so this mechanism with these parameters gives a much weaker compensation than those reports. The bare count for 40 modes comes closer, but only by leaving out the coupling weights. An observed Meyer-Neldel rule is therefore not, by itself, evidence for multiphonon release: within this model, with linear coupling, unchanged mode frequencies and weak V, one would also need a relaxation energy larger than the trap depth, quanta of at least a few kT, an electronic coupling that varies little with trap depth, a spread of depths that is similar in all the films, and a current that has to pass through the traps. Outside the model the last condition can fall away: mode frequencies that shift on release by an amount growing with depth add an entropy that survives in side pockets. For 40 modes of 0.02 eV, stiffened in the trap by 1 % per 0.17 eV of depth, it gives a prefactor ratio of 3 between p = 6 and p = 3 at 350 K. The numerical output below gives the rates and the main estimates.

Computed results

```
phonon quantum 0.17 eV; S 10; modes 40; s 0.25
relaxation energy S*hw 1.70 eV; V 1.0 meV
spacing a 2.0 nm; m 4; trap spacing L 10.0 nm
hop rate w 1.0e+12 /s; carriers 1.0e+16 cm^-3
T 350 K; kT 0.03016 eV; hw/kT 5.636
phonon occupation 0.00358; A 5.615e+10 /s
p=3: depth 0.51 eV; ways 11480; S^p/p! 166.7
  350 K: release 1.981e+01 /s; capture 4.370e+08 /s
  350 K: series sigma 5.257e-13 S/cm
  300-400 K fit: Ea 0.5146 eV; prefactor 4.745e-03 S K/cm
  cold-limit prefactor 3.950e-03 S K/cm
p=4: depth 0.68 eV; ways 123410; S^p/p! 416.7
  350 K: release 1.741e-01 /s; capture 1.077e+09 /s
  350 K: series sigma 4.616e-15 S/cm
  300-400 K fit: Ea 0.6823 eV; prefactor 1.082e-02 S K/cm
  cold-limit prefactor 9.875e-03 S K/cm
p=5: depth 0.85 eV; ways 1086008; S^p/p! 833.3
  350 K: release 1.231e-03 /s; capture 2.137e+09 /s
  350 K: series sigma 3.260e-17 S/cm
  300-400 K fit: Ea 0.8510 eV; prefactor 2.046e-02 S K/cm
  cold-limit prefactor 1.975e-02 S K/cm
p=6: depth 1.02 eV; ways 8145060; S^p/p! 1388.9
  350 K: release 7.281e-06 /s; capture 3.544e+09 /s
  350 K: series sigma 1.924e-19 S/cm
  300-400 K fit: Ea 1.0202 eV; prefactor 3.296e-02 S K/cm
  cold-limit prefactor 3.292e-02 S K/cm
prefactor ratio p=6/p=3, fit 6.95
prefactor ratio p=6/p=3, cold limit 8.33
ways ratio p=6/p=3 709.5
E_MN: fit 0.261 eV; cold 0.241 eV; bare count 0.078 eV
extrapolated meeting temperature 3032 K
true release ratio p=6/p=3 at that temperature 0.240
kT/hw 0.050: local prefactor ratio p=6/p=3 8.333
kT/hw 0.177: local prefactor ratio p=6/p=3 6.975
kT/hw 0.500: local prefactor ratio p=6/p=3 1.479
kT/hw 1.000: local prefactor ratio p=6/p=3 1.064
kT/hw 2.000: local prefactor ratio p=6/p=3 1.010
350 K local prefactor ratio p=15/p=12 0.380
side-pocket prefactor ratio p=6/p=3 1.00000
largest (m-1)*capture/(2w) 5.32e-03
phonon spread 34 meV: capture ratio p=6/p=3 6.78
same ratio without spread, 350 K 8.11
cold ratio if S rises 1 per quantum 2.00; 2: 0.35
field 0.01 MV/cm; relative permittivity 4.0
Poole-Frenkel lowering 0.0379 eV; rate factor 3.52
largest field nonlinearity of sigma 0.42 %
direct tunnelling/series current, largest 3.3e-17 (mass 0.5 m_e)
trap filling 1.0 %; carrier repulsion 7.8 meV
weak-coupling measure A*hbar/hw 2.17e-04
```
